# Steady Hot-Phonon Occupation from Carrier Emission, Absorption and Finite Phonon Decay

Hot electrons in silicon give up much of their energy to intervalley phonons. If their cooling rate is computed with those phonons held at the lattice temperature, it comes out too large, because an emitted phonon survives for some picoseconds and can be absorbed again. In the model worked out below, with a single kind of phonon, no drift, \(10^{20}\) electrons per cm³ at 1000 K and a phonon decay time of 5 ps, the error is about a factor of two; for decay times from 2 to 10 ps the factor runs from about 1.5 to 2.6. Adding the emitted phonons without their reabsorption errs the other way and, for carriers without drift, gives too high an occupation. Both faults are cured by a balance for each phonon mode.

## 1. One mode with given rates

Take one mode of energy \(\hbar\omega\) holding \(n\) phonons. An outside source holds the carrier distribution steady. Carriers emit into the mode at the rate \(E(n+1)\) and absorb from it at the rate \(An\), so \(E\) is the emission rate into the empty mode and \(A\) the absorption rate per phonon.

The mode also decays into other lattice vibrations, which stay at the lattice temperature \(T_L\). Let \(\tau\) be the decay time and \(N_L=1/(e^{\hbar\omega/kT_L}-1)\). This bath adds phonons at the rate \((n+1)N_L/\tau\) and removes them at the rate \(n(N_L+1)/\tau\). The total rates are therefore \(u(n+1)\) upward and \(dn\) downward, with

\[
u=E+\frac{N_L}{\tau},\qquad d=A+\frac{N_L+1}{\tau}.
\]

Each upward step changes \(n\) by \(+1\) and each downward step by \(-1\). The mean \(N=\langle n\rangle\) then obeys

\[
\frac{dN}{dt}=u(N+1)-dN=E(N+1)-AN-\frac{N-N_L}{\tau},
\]

because the bath terms combine as \(N_L(N+1)-(N_L+1)N=N_L-N\). The rates are linear in \(n\), so no approximation for fluctuations is needed. With \(\Gamma=A-E\), the net absorption rate per phonon,

\[
\frac{dN}{dt}=E+\frac{N_L}{\tau}-\left(\frac1\tau+\Gamma\right)N .
\]

Setting the left side to zero and multiplying by \(\tau\) gives

\[
N=\frac{N_L+E\tau}{1+\Gamma\tau},\qquad 1+\Gamma\tau>0. \tag{1}
\]

A small deviation from this value dies out at the rate \(1/\tau+\Gamma\).

The condition also follows from the number distribution \(P_n\). In the steady state the flow between \(n\) and \(n+1\) vanishes: \(u(n+1)P_n=d(n+1)P_{n+1}\). Hence \(P_{n+1}/P_n=u/d\), a geometric distribution. It can be normalized if \(u<d\), which is the same as \(1/\tau+\Gamma>0\), and its mean \(u/(d-u)\) reproduces (1). If the condition fails, phonons accumulate until the carrier distribution changes, and the assumption of fixed \(E\) and \(A\) is lost.

Two limits fix the meaning. Without carriers, \(E=\Gamma=0\) and \(N=N_L\). For \(|\Gamma|\tau\ll1\), \(N\approx N_L+E\tau\), with a relative error \(\Gamma\tau\). If also \(|\Gamma|N_L\ll E\), the rise above \(N_L\) is itself close to \(E\tau\): emission simply accumulates for one decay time.

## 2. Carriers with a temperature

Now let the carriers have a Fermi distribution at temperature \(T_e\), without drift. Write \(f\) for the occupation at energy \(\varepsilon\) and \(f'\) for that at \(\varepsilon+\hbar\omega\). Absorption carries the factor \(f(1-f')\), emission \(f'(1-f)\). Since \(f/(1-f)=e^{(\mu-\varepsilon)/kT_e}\),

\[
\frac{f'(1-f)}{f(1-f')}=e^{-\hbar\omega/kT_e}.
\]

The ratio is the same for every pair of states, so \(E=Ae^{-\hbar\omega/kT_e}\). Then \(\Gamma=A-E=E(e^{\hbar\omega/kT_e}-1)\), or

\[
E=\Gamma N_e,\qquad N_e=\frac1{e^{\hbar\omega/kT_e}-1}.
\]

Equation (1) becomes a weighted mean:

\[
N=\frac{N_L+\Gamma\tau N_e}{1+\Gamma\tau}. \tag{2}
\]

Here \(\Gamma>0\), and the steady state exists. Slow coupling, \(\Gamma\tau\ll1\), moves the mode only a small part of the way from \(N_L\) to \(N_e\); fast coupling, \(\Gamma\tau\gg1\), brings it near \(N_e\). For \(T_e=T_L\) the result is \(N_L\) whatever the rates, as equilibrium demands.

## 3. The coupling rate for spherical valleys

To find \(\Gamma\), consider two equivalent valleys with equal filling. Wave vectors \(\mathbf k\) are measured from each valley's own minimum, and \(\mathbf p\) is the phonon wave vector measured from the separation of the minima. Absorption takes \(\mathbf k\) in the first valley to \(\mathbf k+\mathbf p\) in the second. Emission into the same mode runs backwards.

A constant intervalley coupling \(D\), an energy per length, multiplies the displacement amplitude \(\sqrt{\hbar/2\rho V\omega}\) in a crystal of mass density \(\rho\) and volume \(V\). Thus

\[
|M|^2=\frac CV,\qquad C=\frac{\hbar^2D^2}{2\rho\hbar\omega}.
\]

The golden rule, with a factor 2 for spin, gives

\[
E=\frac{2\pi}{\hbar}|M|^2\,2\sum_{\mathbf k}f_{\mathbf k+\mathbf p}(1-f_{\mathbf k})\,
\delta(\varepsilon_{\mathbf k+\mathbf p}-\varepsilon_{\mathbf k}-\hbar\omega),
\]

and \(A\) has \(f_{\mathbf k}(1-f_{\mathbf k+\mathbf p})\) instead. In the difference \(\Gamma\) the products cancel and leave \(f_{\mathbf k}-f_{\mathbf k+\mathbf p}\).

Start with spherical valleys of mass \(m\), and call the phonon wave vector \(\boldsymbol\kappa\), along \(z\). With \(\varepsilon_\kappa=\hbar^2\kappa^2/2m\), energy conservation reads

\[
\frac{\hbar^2\kappa k_z}{m}+\varepsilon_\kappa=\hbar\omega
\quad\Rightarrow\quad k_z=\frac{m(\hbar\omega-\varepsilon_\kappa)}{\hbar^2\kappa}.
\]

The transverse wave vector is free, so the least initial energy is

\[
\varepsilon_{\min}=\frac{\hbar^2k_z^2}{2m}=\frac{(\hbar\omega-\varepsilon_\kappa)^2}{4\varepsilon_\kappa}.
\]

The delta function contributes \(m/(\hbar^2\kappa)\) to the \(k_z\) integral. The transverse area element is \(\pi\,d(k_\perp^2)=(2\pi m/\hbar^2)\,d\varepsilon\). With \(\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3\),

\[
\Gamma=\frac{2\pi}{\hbar}C\,\frac{2}{8\pi^3}\,\frac{m}{\hbar^2\kappa}\,\frac{2\pi m}{\hbar^2}
\int_{\varepsilon_{\min}}^\infty[f(\varepsilon)-f(\varepsilon+\hbar\omega)]\,d\varepsilon .
\]

The numerical factors multiply to \(1/\pi\). Since \(\int_a^\infty f\,d\varepsilon=kT_e\ln[1+e^{(\mu-a)/kT_e}]\),

\[
\Gamma=\frac{Cm^2kT_e}{\pi\hbar^5\kappa}
\ln\frac{1+e^{(\mu-\varepsilon_{\min})/kT_e}}{1+e^{(\mu-\varepsilon_{\min}-\hbar\omega)/kT_e}}. \tag{3}
\]

**Dilute limit.** For \(e^{\mu/kT_e}\ll1\) the logarithm becomes \(e^{(\mu-\varepsilon_{\min})/kT_e}(1-e^{-\hbar\omega/kT_e})\). The density per valley is \(n_v=2(mkT_e/2\pi\hbar^2)^{3/2}e^{\mu/kT_e}\). Eliminating \(\mu\) and using \(\hbar\kappa=\sqrt{2m\varepsilon_\kappa}\),

\[
\Gamma=\frac{2\pi}{\hbar}Cn_v
\frac{e^{-\varepsilon_{\min}/kT_e}\,(1-e^{-\hbar\omega/kT_e})}{\sqrt{4\pi\varepsilon_\kappa kT_e}}. \tag{4}
\]

The \(\kappa\)-dependent part of \(\ln\Gamma\) is \(-\tfrac12\ln\varepsilon_\kappa-(\hbar\omega)^2/(4\varepsilon_\kappa kT_e)-\varepsilon_\kappa/(4kT_e)\). Setting its derivative to zero and multiplying by \(-4\varepsilon_\kappa^2kT_e\) gives \(\varepsilon_\kappa^2+2kT_e\varepsilon_\kappa-(\hbar\omega)^2=0\). The positive root is

\[
\varepsilon_\kappa=\sqrt{(kT_e)^2+(\hbar\omega)^2}-kT_e. \tag{5}
\]

In the dilute limit this mode couples most strongly. For \(T_e>T_L\), (2) rises with \(\Gamma\), so it is also the most highly occupied one.

## 4. Ellipsoidal valleys and drift

The g-type phonon of silicon joins two valleys on opposite sides of the same crystal axis. Their ellipsoids have the same orientation, with masses \(m_l,m_t,m_t\). Put

\[
k_i=\sqrt{m_i/m}\,\tilde k_i,\qquad p_i=\sqrt{m_i/m}\,\kappa_i,\qquad m=(m_lm_t^2)^{1/3}.
\]

Both valleys become spheres of mass \(m\), and the volume element is unchanged because \(m_lm_t^2/m^3=1\). Equations (3) to (5) then hold in the scaled variables. An f-type phonon joins ellipsoids of different orientation, and this single scaling does not make both of them spherical.

Next let the carriers drift with velocity \(\mathbf v_d\). Both distributions are shifted by the same \(\mathbf k_d\), with components \(m_iv_{d,i}/\hbar\). Put \(\mathbf k=\mathbf k_d+\mathbf s\). The parabolic energy gives

\[
\varepsilon_{\mathbf k+\mathbf p}-\varepsilon_{\mathbf k}
=\varepsilon_{\mathbf s+\mathbf p}-\varepsilon_{\mathbf s}+\hbar\mathbf p\cdot\mathbf v_d .
\]

In terms of \(\mathbf s\) the distribution is undrifted, while energy conservation contains

\[
\hbar\Omega=\hbar\omega-\hbar\mathbf p\cdot\mathbf v_d .
\]

So \(\hbar\omega\) is replaced by \(\hbar\Omega\) in \(\varepsilon_{\min}\), in the logarithm of (3) and in \(E=\Gamma/(e^{\hbar\Omega/kT_e}-1)\). The constant \(C\) keeps \(\omega\), since it comes from the lattice displacement.

For \(\Omega<0\), \(\Gamma\) is negative and the carriers amplify the mode. The occupation (1) stays finite as long as \(1+\Gamma\tau>0\). At \(\Omega=0\) the logarithm tends to \((\hbar\Omega/kT_e)f(\varepsilon_{\min})\), so \(\Gamma\to0\) while \(E\) stays finite, and \(N=N_L+E\tau\). Nothing diverges at the onset of gain.

The golden-rule sums were also evaluated directly on a three-dimensional grid for silicon-like ellipsoids, at 1000 K and \(10^{20}\) cm⁻³. With the first axis long, the two cases were \(\mathbf p=(0.5,0.3,0.2)\) nm⁻¹ with \(\mathbf v_d=(20,60,0)\) nm/ps, and \(\mathbf p=(0.3,1.2,0.4)\) nm⁻¹ with \(\mathbf v_d=(0,100,0)\) nm/ps. The second is a gain mode. The largest relative deviation of \(E\) or \(A\) from the closed formulas was \(2.7\times10^{-4}\).

## 5. Energy loss

The carriers lose to one mode the power \(\hbar\omega[E(N+1)-AN]=\hbar\omega(E-\Gamma N)\). Inserting (1),

\[
E-\Gamma\frac{N_L+E\tau}{1+\Gamma\tau}
=\frac{E-\Gamma N_L}{1+\Gamma\tau}=\frac{N-N_L}{\tau}.
\]

The last form says that in the steady state the mode passes on what it receives. Without drift, \(E=\Gamma N_e\), and the power per mode is

\[
\hbar\omega\,\frac{N_e-N_L}{\tau+1/\Gamma}. \tag{6}
\]

The times \(1/\Gamma\) and \(\tau\) add, like resistances in series. For \(\Gamma\tau\ll1\) the carriers set the rate. For \(\Gamma\tau\gg1\) phonon decay does, and more carriers no longer raise the power through that mode.

Silicon has three valley pairs, each with two sets of g modes, one for each direction of absorption. If these sets are counted as separate modes, the loss per volume is \(6\int d^3\kappa/(2\pi)^3\) of (6). The same loss was computed from the electron side, by integrating over initial and final electron energies and angles with the mode-dependent \(N\) inside the collision integral. For \(10^{19}\) and \(10^{20}\) cm⁻³ at 1000 K, with \(\tau=0\) and 5 ps, the two results differed by at most \(4\times10^{-8}\) in relative terms.

## 6. Silicon near a transistor drain

The following material values are rough typical ones: \(\hbar\omega=62\) meV, \(D=1.1\times10^9\) eV/cm, \(\rho=2330\) kg/m³, \(m_l=0.92\) and \(m_t=0.19\) free-electron masses. They give \(m=0.321\) free-electron masses and \(C=2.907\times10^{-3}\) eV² nm³. Take \(10^{19}\) electrons per cm³ at 1000 K, a lattice at 300 K and \(\tau=5\) ps. Then \(kT_e=86.17\) meV, \(N_L=0.100\) and \(N_e=0.949\).

From (5), the most strongly coupled mode has

\[
\varepsilon_\kappa=\sqrt{86.17^2+62^2}-86.17=19.99\ \text{meV},
\]

so \(\kappa=0.411\) nm⁻¹ and \(\varepsilon_{\min}=22.08\) meV. With \(n_v=1.667\times10^{-3}\) nm⁻³ and \(2\pi/\hbar=9546\) (eV ps)⁻¹, (4) gives

\[
\Gamma\approx\frac{9546\times2.907\times10^{-3}\times1.667\times10^{-3}\times0.774\times0.513}{0.1471}
=0.125\ \text{ps}^{-1}.
\]

The Fermi result (3) is 0.1232 ps⁻¹; the dilute formula is 1.4 % above it. Hence \(\Gamma\tau=0.616\), and

\[
N=\frac{0.100+0.616\times0.949}{1.616}=0.424 .
\]

A Planck occupation of this size belongs to 594 K, between the lattice and electron temperatures. Leaving out net reabsorption would give \(N_L+E\tau=0.100+0.117\times5=0.68\). The mode recovers from a disturbance in \(1/(0.200+0.123)=3.1\) ps, faster than its free decay, because carriers absorb more than they emit per phonon.

Summed over all modes of this g-type phonon, the loss per electron is 0.168 eV/ps, against 0.196 eV/ps with phonons held at 300 K. This reduction of 14 % is milder than the factor \(1/1.616=0.62\) for the strongest mode. The reason lies in the number of modes, which grows as \(\kappa^2d\kappa\). The loss-weighted mean is \(\kappa=1.71\) nm⁻¹, where (4) gives only about one sixth of the peak \(\Gamma\).

With \(T_e\), \(T_L\) and \(\tau\) fixed, density changes the picture as follows, for the same \(\kappa\):

- At \(10^{18}\) cm⁻³, \(\Gamma\tau=0.062\) and \(N=0.150\); the total loss per electron is 98 % of its cold-phonon value.
- At \(10^{20}\) cm⁻³, \(\Gamma\tau=5.4\) and \(N=0.817\), equivalent to 900 K; the loss per electron falls to 52 % of its cold-phonon value.

In the dilute limit \(\Gamma\) is proportional to the density, so by (2) a change of \(\tau\) by some factor alters \(N\) as much as the same change of density. At \(10^{19}\) cm⁻³, 2 ps gives \(N=0.27\) and 10 ps gives \(N=0.57\).

**Drift.** Consider a valley pair whose long axis lies across a drift of \(10^7\) cm/s. For the same \(\kappa\), the forward mode has \(N=0.64\) and the backward one 0.28. The loss per electron in such a pair is 0.183 eV/ps, 9 % above the undrifted value. Gain begins for forward modes at \(\kappa=1.23\) nm⁻¹. At 1.84 nm⁻¹, \(\Gamma\tau=-0.040\) and \(N=0.24\), less than in the forward mode above, which has no gain. Over the modes computed, \(1+\Gamma\tau\) stays at or above 0.96, so this pair at \(10^{19}\) cm⁻³ is far from instability. It is, however, the mildest case. For a pair whose long axis lies along the same drift, the scaled speed is larger: gain begins at \(\kappa=0.56\) nm⁻¹, \(1+\Gamma\tau\) falls to 0.75, and \(N\) reaches about 1.1. At \(10^{20}\) cm⁻³ the least value of \(1+\Gamma\tau\) is 0.61 for the pair across the drift and \(-1.2\) for the pair along it. In the latter case (1) has no steady state, and the drifted distribution cannot be treated as fixed.

**Comparison with a real device.** Electron densities of \(10^{19}\) to \(10^{20}\) cm⁻³ and a hot region some tens of nanometres long are reasonable for a short silicon transistor; the decay time is known only roughly, at some picoseconds. The model's uniform region is not realistic. If phonons leave a 20 nm region at about 1 nm/ps, the effective decay time drops to roughly 4 ps and \(N\) from 0.42 to about 0.38. Real electrons near a drain also need not share one temperature. Then (2) fails, while (1) remains usable with \(E\) and \(A\) from the actual distribution; the size of that change has not been computed here.

The other neglected effects are of unequal weight; the values refer to \(10^{19}\) cm⁻³ unless another density is named:

- Nonparabolic bands, \(\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m\) with a rough \(\alpha=0.5\) eV⁻¹, raise \(N\) only to 0.44 but the loss to 0.230 eV/ps, 37 % above the parabolic result at the same density and \(T_e\). The band shape thus matters more for the loss than for the occupation of the strongest mode. For the decay time it is the other way round.
- The loss would warm the lattice by 0.16 K/ps without a heat sink, and by 0.94 K/ps at \(10^{20}\) cm⁻³. A lattice at 350 K instead of 300 K gives \(N=0.45\) if \(\tau\) stays at 5 ps; a shorter decay time in the warmer lattice would lower this value somewhat.
- Scattering by this phonon alone broadens an electron level at 129 meV by at most about 6 meV, an upper estimate that gives every mode the occupation 0.424 of the strongest one. At \(10^{20}\) cm⁻³ the occupations are higher and the broadening is about 7 meV. Both values are small beside \(\hbar\omega\), but other scattering adds to them.
- Between one and three in \(10^5\) electrons, depending on the band shape, lie above 1.1 eV, roughly the band gap, so pair creation should matter little for this thermal distribution.
- The two sets of modes of a valley pair are centred about 6.9 nm⁻¹ apart along the long axis. Halfway between them \(p=3.47\) nm⁻¹, which in the scaled variable is \(\kappa=3.47/\sqrt{0.92/0.321}=2.05\) nm⁻¹. The strongest mode lies well inside this distance, but some of the modes that carry the loss do not. The sets of different valley pairs lie closer still, with centres about 4.9 nm⁻¹ apart. A phonon in a shared mode can be reabsorbed through every set it belongs to, while the losses above count the sets separately. With the same constant coupling for all sets, sharing lowers the loss by about 2 % at \(10^{19}\) cm⁻³ and 10 % at \(10^{20}\) cm⁻³.
- Electrons in silicon also lose energy to f-type and acoustic phonons. These losses are not included, so the losses and percentages above refer to the g-type phonon alone, not to the total cooling rate.

Further values, including the equivalent temperatures for each density and decay time, stand in the numerical output.

## Computed values

```
phonon energy 62 meV; coupling D 1.1e+09 eV/cm
masses long, transverse, mean 0.92, 0.19, 0.3214 m0
mass density 2330 kg/m3; C = 2.9070e-03 eV2 nm3
T_e 1000 K, kT_e 86.17 meV; T_L 300 K; tau 5.0 ps
density 1.0e+19 cm-3; chemical potential -240.8 meV
Planck numbers: N_L 0.1000, N_e 0.9493
strongest mode: e_kappa 19.99 meV, kappa 0.4106 1/nm
its least initial energy 22.08 meV
its E 0.1169, A 0.2401, G 0.1232 1/ps
its G*tau 0.6158; steady N 0.4237
its equivalent temperature 594 K
its recovery time 3.094 ps
loss per electron, phonons at T_L: 0.1960 eV/ps
loss per electron, hot phonons: 0.1682 eV/ps
ratio hot/cold 0.8585
field whose Joule heat equals this loss 16.82 kV/cm
n 1e+18 cm-3: G*tau 0.0623, N 0.1498, T_ph 353 K, loss ratio 0.9816
n 1e+19 cm-3: G*tau 0.6158, N 0.4237, T_ph 594 K, loss ratio 0.8585
n 1e+20 cm-3: G*tau 5.4218, N 0.8171, T_ph 900 K, loss ratio 0.5159
tau 2 ps: N 0.2678, T_ph 463 K, loss ratio 0.9343
tau 10 ps: N 0.5687, T_ph 709 K, loss ratio 0.7674
dilute formula: G 0.1248 1/ps, error 1.35 %
nonparabolic, alpha 0.5 1/eV: N 0.4402, loss 0.2297 eV/ps
drift 1.0e+07 cm/s: scaled speed 76.88 nm/ps
drift: N forward 0.6407, N backward 0.2836
drift: loss 0.1833 eV/ps per electron of such a pair
drift: gain beyond kappa 1.2252 1/nm
gain mode at kappa 1.8378 1/nm: G*tau -0.0396, N 0.2404
drift: least 1+G*tau over all modes 0.9603
escape at 1.0 nm/ps from 20 nm: tau 4.00 ps, N 0.3803
lattice warming without heat sink 0.1624 K/ps
lattice at 350 K instead: N 0.4527
electron scattering by this phonon at 129 meV: 9.552 1/ps, broadening 6.29 meV
electron fraction above 1.1 eV 1.20e-05
loss-weighted mean kappa 1.707 1/nm; half separation of mode sets 3.47 1/nm
loss fraction beyond half separation 2.13e-02
largest deviation, direct sums for E and A 2.7e-04
largest deviation, electron-side loss 3.7e-08
```
